# Positron-like levels above −2c² in the Fock operator of an anion

**Question**

My atomic Dirac-Hartree-Fock code works with the rest mass removed, so the negative continuum starts at $-2c^2$. After each diagonalisation I discard every solution with $\varepsilon \le -2c^2$ and fill the rest from the bottom. This converges for Te⁺ and Te. For Te⁻ in the same diffuse basis the energy drops by tens of thousands of hartree, although the small basis obeys restricted kinetic balance. I took it as given that everything above $-2c^2$ is electronic. Is that wrong, and if so, what are the states I am filling and how should I choose the occupied ones?

**Answer**

It is wrong for an anion. The Fock operator of a negative ion repels electrons at long range, and the same field pulls bound levels up out of the negative continuum. These are levels of a positron bound to the ion, and your rule puts electrons into them.

**Conventions.** I use hartree atomic units, the Dirac-Coulomb Hamiltonian, a point nucleus of charge $Z$, and $N$ electrons with a spherical density. With large and small radial functions $P$, $Q$ and a local potential $V$,

$$VP + c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)Q = \varepsilon P, \qquad c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P + (V-2c^2)Q = \varepsilon Q .$$

The Fock operator is $F = h + J - K$, built from all $N$ electrons, and its local part is $V = -Z/r + J$. Each $\kappa$ block has $n_L$ large and $n_S$ small orthonormal basis functions. The height above your threshold is $b = \varepsilon + 2c^2$.

**The field an unoccupied orbital sees.** For an occupied orbital, $K$ cancels the self-repulsion contained in $J$. For an unoccupied orbital there is no such term to cancel. With radial density $\rho(r)$, $\int_0^\infty \rho\,dr = N$, the shell theorem gives

$$J(r) = \frac1r\int_0^r \rho\,ds + \int_r^\infty \frac{\rho}{s}\,ds .$$

Multiplying by $r$, writing $\int_0^r = N - \int_r^\infty$ and subtracting $Z$,

$$rV(r) = N - Z - \int_r^\infty \rho(s)\left(1-\frac{r}{s}\right)ds .$$

The integrand is non-negative because $s \ge r$, and the integral vanishes as $r\to\infty$. So $V \le (N-Z)/r$ everywhere and $rV \to N-Z$. For $N \le Z$ the potential is nowhere positive. For $N > Z$ it has a positive Coulomb tail.

**Exchange lowers every expectation value.** For any spinor $\psi$ and occupied spinors $\phi_i$ with weights $n_i \ge 0$, set $m_i = \phi_i^\dagger\psi$. Then

$$\langle\psi|K|\psi\rangle = \sum_i n_i\iint \frac{m_i^*(\mathbf r)\,m_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' = \sum_i n_i\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\hat m_i(\mathbf k)|^2 \ge 0 ,$$

by Parseval's theorem and the Fourier transform $4\pi/k^2$ of $1/r$.

**A ceiling for the lower branch.** Order the $n = n_L+n_S$ eigenvalues upward. The eigenvectors numbered $n_S$ to $n$ span a space of dimension $n_L+1$. The purely small spinors $(0,Q)$ span a space of dimension $n_S$. The dimensions add to $n+1$, so the two spaces share a normalised vector $x$. Because $x$ lies in the first space, $\langle x|F|x\rangle \ge \varepsilon_{n_S}$. Because it lies in the second, the kinetic terms, which couple $P$ to $Q$, contribute nothing, and $\langle x|F|x\rangle = -2c^2 + \langle V\rangle - \langle K\rangle$. Therefore

$$b_{n_S} \le \sup_r V(r) .$$

For $N\le Z$ the right side is at most zero, so none of the $n_S$ lowest solutions lies above $-2c^2$, and your rule discards all of them. This is why Te⁺ and Te behave. The inequality holds for any $V$, but the step $V\le 0$ used the spherical density, so the argument says nothing for a neutral system with a non-spherical field. For an anion the ceiling is positive. It is a bound and not a value.

**What fills the window.** Drop $K$ for the moment. Multiply both radial equations by $-1$ and define $\tilde P = Q$, $\tilde Q = P$, $\tilde\kappa = -\kappa$, $\tilde V = -V$, $\tilde\varepsilon = -2c^2-\varepsilon$. The second equation becomes $-VQ + c(-d/dr - \kappa/r)P = (-\varepsilon-2c^2)Q$, which is the first equation in the new symbols. The first becomes $c(d/dr-\kappa/r)Q - VP = -\varepsilon P$. Subtracting $2c^2P$ from both sides turns it into the second equation in the new symbols. A solution at height $b$ is thus a solution for a particle of opposite charge with energy $\tilde\varepsilon = -b$. Positive $b$ means a bound positron, and the most strongly bound positron level is the highest on your energy scale.

The non-relativistic form follows by eliminating $P$. The first equation gives $P = c(-Q'+\kappa Q/r)/(\varepsilon-V)$ with $\varepsilon - V = -2c^2 + b - V$. Where $|b-V|\ll 2c^2$,

$$P \approx \frac{1}{2c}\left(Q' - \frac{\kappa Q}{r}\right),$$

with relative corrections of order $(b-V)/2c^2$. The condition fails within about $Z/2c^2$ of the nucleus, a region from which the positron is repelled. In the product of the two operators the terms in $Q'$ cancel:

$$\left(\frac{d}{dr}+\frac{\kappa}{r}\right)\left(Q'-\frac{\kappa Q}{r}\right) = Q'' - \frac{\kappa Q'}{r} + \frac{\kappa Q}{r^2} + \frac{\kappa Q'}{r} - \frac{\kappa^2 Q}{r^2} = Q'' - \frac{\kappa(\kappa-1)}{r^2}Q .$$

The second equation then reads $\tfrac12[Q'' - \kappa(\kappa-1)Q/r^2] + VQ = bQ$, or

$$-\tfrac12 Q'' + \left[\frac{l(l+1)}{2r^2} - V\right]Q = -bQ, \qquad l(l+1) = \kappa(\kappa-1).$$

The positron $s_{1/2}$ levels ($l=0$) appear in $\kappa=+1$, the block of the electronic $p_{1/2}$ orbitals. The $p_{1/2}$ and $p_{3/2}$ levels ($l=1$) appear in $\kappa=-1$ and $\kappa=+2$.

For $N>Z$ this equation has infinitely many bound states. A trial function confined to $R<r<2R$ has kinetic energy of order $R^{-2}$ and potential energy of order $-(N-Z)/R$, so its energy is negative for large $R$. Functions with $R, 2R, 4R,\dots$ do not overlap, so there are arbitrarily many independent ones. Since $-V \ge -(N-Z)/r$, the min-max principle places each level above its hydrogenic partner, $b_n \le (N-Z)^2/2n^2$. Writing $b_n = (N-Z)^2/2n^{*2}$, this means $n^*\ge n$.

**Size of exchange.** The angular reduction of the exchange integral for occupied shells $a$ with $q_a$ electrons gives

$$\langle K\rangle = \sum_a q_a\sum_k \begin{pmatrix} j & k & j_a\\ \tfrac12&0&-\tfrac12\end{pmatrix}^2\iint \rho_a(r)\frac{r_<^k}{r_>^{k+1}}\rho_a(r')\,dr\,dr' ,$$

where $\rho_a = P_aP+Q_aQ$ and $k$ plus the two large-component orbital quantum numbers is even. For an electron orbital the second radial equation gives $Q_a \approx (P_a'+\kappa_aP_a/r)/2c$ when $|\varepsilon_a - V|\ll 2c^2$. With the expression for $P$ above,

$$\rho_a \approx \frac{1}{2c}\left[P_aQ' + P_a'Q + \frac{(\kappa_a-\kappa)P_aQ}{r}\right] = \frac{1}{2c}\left[(P_aQ)' + \frac{(\kappa_a-\kappa)P_aQ}{r}\right].$$

Each overlap density is of order $c^{-1}$, so $\langle K\rangle$ is of order $c^{-2}$, and to first order it changes $b$ by $-\langle K\rangle$. Up to $O(c^{-2})$, $b$ is the binding energy of a positron in the frozen electrostatic field of the ion.

**Tellurium.** I took Te⁺, Te and Te⁻ in [Kr]4d¹⁰5s²5p$_{1/2}^2$5p$_{3/2}^q$ with $q=1,2,3$ and the average energy of the configuration. Let $o$ be the open orbital, $g=4$ its degeneracy and $G_o$ the $J-K$ of one spherically averaged $5p_{3/2}$ electron. A full shell has internal energy $\tfrac12g^2\langle o|G_o|o\rangle$ shared among $g(g-1)/2$ pairs, and $q$ electrons form $q(q-1)/2$ pairs, so the internal energy is $\tfrac12A\langle o|G_o|o\rangle$ with $A = q(q-1)g/(g-1)$. This is quartic in $o$, so its variation is $2A\langle\delta o|G_o|o\rangle$, against $2q\langle\delta o|h|o\rangle$ for the one-electron term. The open orbital therefore sees $(A/q)G_o$ in place of the $qG_o$ contained in $F$. In the $\kappa=-2$ block I diagonalised a coupling operator that equals $F$ among unoccupied orbitals, and the other blocks use $F$ itself.

The large basis is $r^{l_L+1}e^{-ar^2}$, where $l_L$ is the large-component orbital quantum number and $a = 0.001\cdot2^i$ bohr⁻², with 40, 32 and 30 functions for $|\kappa|=1,2,3$ and $\kappa\in\{-1,1,-2,2,-3\}$. The small basis is $(d/dr+\kappa/r)$ applied to these (RKB). Integrals were done by quadrature on a logarithmic grid, and occupation was chosen by skipping the $n_S$ lowest solutions. For the positron $s$ and $p_{3/2}$ levels one small function $r^\kappa e^{-0.03r^2}$ was added to the blocks $\kappa=+1,+2$, for a reason given below. With $c = 137.035999$, $2c^2 = 37557.7301\,E_h$. The model leaves out correlation, Breit and QED terms and nuclear size. For the positron it also leaves out the polarisation of the ion and annihilation, so $b$ is a frozen-field number and not a positron affinity.

| | Te⁺ | Te | Te⁻ |
|---|---|---|---|
| $E$ / $E_h$ | −6793.61 | −6793.93 | −6793.98 |
| $\varepsilon(5p_{3/2})$ / $E_h$ | −0.638 | −0.340 | −0.084 |
| $rV$ at 100 bohr | −1.000 | 0.000 | +1.000 |
| highest lower-branch $b$ / $E_h$ | −0.01873 | −0.00005 | +0.11603 |
| RKB spinors with $b>0$ | 0 | 0 | 84 |

For Te⁺ and Te, $-V\ge0$ and the positron equation has no bound state, so their entries for $b$ are the top points of a discretised continuum: the negative sign is fixed by the ceiling, while the values depend on the basis. The anion is bound at this level: its total energy lies about $0.05\,E_h$ below that of Te, and its highest orbital energy is negative. Its potential peaks at about $0.21\,E_h$ near $4$ bohr, and the top level lies below that ceiling:

$$\varepsilon = -37557.7301 + 0.1160 = -37557.6141\,E_h, \qquad b = 0.116\,E_h = 3.16\ \text{eV}.$$

The positron equation was solved separately by finite differences on a uniform grid with Richardson extrapolation, using the same $V$. The values of $b$ in $E_h$ are:

| level | $\kappa$ | from $F$ | Schrödinger |
|---|---|---|---|
| 1s | +1 | 0.116034 | 0.116036 |
| 2s | +1 | 0.052695 | 0.052695 |
| 3s | +1 | 0.030023 | 0.029999 |
| 2p$_{1/2}$ | −1 | 0.087185 | 0.087185 |
| 2p$_{3/2}$ | +2 | 0.087181 | 0.087185 |

For 1s, $n^* = 1/\sqrt{2\times0.116036} = 2.076$, so $n^*-n = 1.076$. For 2s, 3s and 4s the finite-difference levels give 1.080, 1.083 and 1.084, positive as the bound requires and nearly constant along the series. The exchange matrix element for 1s is $1.957\times10^{-7}\,E_h$, removing $K$ from $F$ raises $b$ by the same amount, and the leading-order formula gives $1.958\times10^{-7}\,E_h$.

The 3s level from $F$ lies $2.4\times10^{-5}\,E_h$ above the Schrödinger value, so it is slightly overbound. Nothing forbids that sign. In the basis, $P$ is the projection of $(Q'-\kappa Q/r)/2c$ on the large functions, so the positron kinetic energy is half the squared norm of the projected $Q'-\kappa Q/r$, which cannot exceed half the full squared norm. That this accounts for the 3s difference is my conjecture. The $4\times10^{-6}\,E_h$ between the two 2p levels mixes two different basis types with any true fine structure, and I have not separated them.

**What your rule does.** The 84 spinors with $b>0$ lie below the 1s orbital at $-1175.7\,E_h$ and outnumber the 53 electrons, so filling upward from $-2c^2$ in this field places every electron in a positron-like level. The cost of one such error follows from the energy being quadratic in the occupations. Move the $5p_{1/2}$ pair (orbital $a$) into the top RKB level of $\kappa=+1$ (orbital $p$) with orbitals frozen. Let $G_{xy}$ be the expectation value in $x$ of the $J-K$ of one averaged electron of shell $y$. The occupations change by $+2$ and $-2$, so the second-order term is $\tfrac12\cdot4\,(G_{pp}+G_{aa}-2G_{pa})$. For two $j=\tfrac12$ shells of the same $\kappa$, the triangle and parity rules leave $k=0$, with squared $3j$ symbol $\tfrac12$. Hence $G_{xx} = \tfrac12F^0_{xx}$ and $G_{pa} = F^0_{pa}-\tfrac12G^0_{pa}$ in Slater integrals, and

$$\Delta E = 2(\varepsilon_p-\varepsilon_a) + F^0_{pp}+F^0_{aa}-4F^0_{pa}+2G^0_{pa}.$$

With $b_p = 0.1156$ and $\varepsilon_a=-0.1112$, the first term is $2(0.1156-37557.7301+0.1112) = -75115.007\,E_h$. Evaluating the energy of the new configuration directly gives $\Delta E=-75115.222\,E_h$, so the Slater terms supply $-0.215\,E_h$. The drop is close to $-4c^2=-75115.460\,E_h$, that is $2c^2$ per misplaced electron. A drop of tens of thousands of hartree therefore corresponds to one or two misplaced electrons. Misplacing all 53, as filling upward in the field and basis used here would do, lowers the energy by about $53\times2c^2\approx2\times10^6\,E_h$, so for whole occupations the drop you report corresponds to one or two electrons in positron-like levels. Because the drop is linear in the misplaced occupation to leading order, a damped density that mixes in a small weight of a heavily misplaced configuration gives the same figure. These estimates describe one step in a frozen field. Moving electrons changes the field, and the later iterations are not followed here.

**Why the basis matters.** For $\kappa>0$ an RKB function can be written $P'+\kappa P/r = r^{-\kappa}(r^\kappa P)'$, so

$$\int_0^\infty r^\kappa Q\,dr = \left[r^\kappa P\right]_0^\infty = 0$$

for every function in the RKB small space. A nodeless positron 1s function cannot satisfy this. The basis compensates with a diffuse admixture, $Q = Q_{1s}-\eta\,\chi$ with $\eta = I_{1s}/I_\chi$ and $I = \int rQ\,dr$. For $\chi\propto re^{-ar^2}$ the normalisation constant scales as $a^{3/4}$ and $\int r^2e^{-ar^2}dr$ as $a^{-3/2}$, so $I_\chi\propto a^{-3/4}$. The loss of binding is proportional to $\eta^2$ and so scales near $a_{\min}^{3/2}$. This form of $\chi$ gives the scaling, not the size of the loss. Relative to the level with the extra function, RKB gives a deficit of $4.36\times10^{-4}\,E_h$ at $a_{\min}=0.001$ and $1.13\times10^{-3}\,E_h$ at $0.002$, a ratio of 2.6 against $2^{3/2}=2.8$ from this rough estimate. The extra function has a nonzero moment and lifts the constraint. The 1s level then has $|I| = 25.8$ bohr$^{3/2}$.

The number of levels also depends on the diffuse end. In the frozen Te⁻ field the RKB count is 84, 18 and 0 spinors for $a_{\min} = 0.001$, $0.032$ and $0.512$ bohr⁻². In the reduced equation $b = \langle V\rangle - \langle T\rangle$, where in a basis $\langle T\rangle$ is the projected kinetic energy described above. A basis too compact to bring that projected value below $\max V$ has no level above $-2c^2$, and the threshold rule then survives by accident of the basis. The full kinetic energy cannot be used in this test: when $n_S>n_L$ some small function has zero projection, so a compact basis can still give a level with $b>0$.

**How to choose.** Three rules are available, and the hydrogenic 1s state shows the margins. Put $\kappa=-1$, $V=-Z/r$, $P = r^\gamma e^{-Zr}$, $Q=\sigma P$. The $1/r$ terms of the two radial equations give $-Z = c(\gamma+1)\sigma$ and $c(\gamma-1)=Z\sigma$. Eliminating $\sigma$ gives $\gamma^2 = 1-Z^2/c^2$. The constant term of the first equation gives $\varepsilon = cZ\sigma = c^2(\gamma-1)$, and the constant term of the second, $-cZ = (2c^2+\varepsilon)\sigma$, then holds identically. Also $\sigma^2 = (1-\gamma)/(1+\gamma)$, so $\|Q\|^2 = \sigma^2/(1+\sigma^2) = (1-\gamma)/2$. For $Z<c$ this state has $\varepsilon>-c^2$ and $\|Q\|^2<\tfrac12$. For $Z=52$, $\varepsilon=-1404.524\,E_h$ and $\|Q\|^2 = 1404.524/37557.73=0.0374$.

1. Count. Skip the $n_S$ lowest solutions of each block, all of which the ceiling confines to $b\le\sup V$. The number is $n_S$. It equals half the dimension when $n_S=n_L$, but with the extra function $n_S=41$, $n_L=40$, and skipping 40 leaves the positron 1s level as the first candidate.
2. Character. Among Te⁻ solutions with $-2c^2<\varepsilon<0$, the positron-like ones have $\|Q\|^2\ge0.999998$ and the electronic ones at most $0.0366$. A cut at $\tfrac12$ separates them inside this window, and only there, so it must be applied together with $\varepsilon>-2c^2$. Solutions built from the tightest functions have $\|Q\|^2$ close to $\tfrac12$, and in the $\kappa=-1$ block of this basis some lower-branch solutions far below $-2c^2$ fall slightly under it. Selection by character alone would occupy them.
3. A threshold in the empty part of the gap. The fault lies in the position $-2c^2$ and not in the use of a threshold. A cut at $-c^2 = -18778.9\,E_h$ works when $\sup V<c^2$ and the lowest electronic level is above $-c^2$. Here $0.21$ and $-1175.7\,E_h$ leave wide margins.

The ceiling is proved for $F$ in any basis. For the coupling operator of the $\kappa=-2$ block, which differs from $F$ in the row and column of the open orbital, it was only checked numerically. The other half, that solution $n_S+1$ is electronic and lies above $-c^2$, I have not proved. It holds in the tellurium calculations above, where the small space contains the RKB functions, and it loses its margin as $Z\to c$, where the point-nucleus 1s level approaches $-c^2$ and $\|Q\|^2$ approaches $\tfrac12$. For your code, replace the test $\varepsilon>-2c^2$ by the index $n_S$ of the small space actually diagonalised, and print $\|Q\|^2$ for each occupied spinor as a guard.
